\section*{Nordsieck's integral, its branches, and scattering between Coulomb waves, part 1}

(Sections cited here and not found follow in the later parts.)

\section{The integral and its closed form}

\subsection{The decision}

An electron scattered by a positive ion feels a long-range Coulomb field and a short-range remainder. To first order in the remainder the amplitude is a matrix element between two Coulomb waves, and it can be computed in two ways. One way is to expand both waves in partial waves and sum radial integrals. A partial wave of angular momentum $l$ and wave number $k$ penetrates to a radius of order $l/k$, so for an interaction of range $1/\lambda$ the number of terms needed is, since the terms fall roughly as $e^{-l\lambda/k}$, about $(k/\lambda)\ln(1/\epsilon)$ for a relative accuracy $\epsilon$ (some $5k/\lambda$ for one percent and $15k/\lambda$ for six digits), and it grows without bound as $\lambda\to0$. When the remainder is built from terms $e^{-\lambda r}/r$ and their derivatives with respect to $\lambda$, the other way is to use a closed form, which costs one Gauss hypergeometric function for $e^{-\lambda r}/r$ and two for $e^{-\lambda r}$, whatever the value of $\lambda$. The closed form contains complex powers with imaginary exponents. A power $w^{i\nu}$ changes its modulus by the factor $e^{\mp2\pi\nu}$ when $\arg w$ is shifted by $\pm2\pi$, so the closed form can replace the sum only if the branch of every power and of the hypergeometric function is fixed for all momenta that occur. The decision therefore hangs on a formula together with a proof of its branches.

Hartree atomic units are used. Let $\mathbf q,\mathbf k_1,\mathbf k_2$ be real vectors with $k_j=|\mathbf k_j|>0$, let $\lambda>0$, and let $a_1,a_2$ be any complex numbers. With the Pochhammer symbol $(a)_n=a(a+1)\cdots(a+n-1)$, $(a)_0=1$, define the confluent hypergeometric function
\begin{equation}
M(a,w)={}_1F_1(a;1;w)=\sum_{n=0}^\infty\frac{(a)_n\,w^n}{(n!)^2},
\label{eq:M}
\end{equation}
and Nordsieck's integral
\begin{equation}
I=\int d^3r\,\frac{e^{-\lambda r+i\mathbf q\cdot\mathbf r}}{r}\,M(a_1,ix_1)\,M(a_2,ix_2),
\qquad x_j=k_jr-\mathbf k_j\cdot\mathbf r .
\label{eq:I}
\end{equation}
The real variables $x_j$ satisfy $0\le x_j\le 2k_jr$. A factor with $k_jr+\mathbf k_j\cdot\mathbf r$ is covered by reversing the vector $\mathbf k_j$. Both arguments carry the same sign, $+ik_jr$, and the branch proof uses this. Throughout, $\operatorname{Log}$ is the principal logarithm, with imaginary part in $(-\pi,\pi]$, and $w^a=e^{a\operatorname{Log}w}$.

\subsection{A loop average that generates both hypergeometric functions}

The number $1-1/t$ is real and not positive exactly when $1/t\ge1$, that is when $0<t\le1$. Hence $(1-1/t)^{-a}$ is analytic in the plane with the segment $[0,1]$ removed. For a function $f$ analytic on and inside a closed curve $\Gamma$ that circles $[0,1]$ once counterclockwise, define
\begin{equation}
\langle f\rangle_a=\frac{1}{2\pi i}\oint_\Gamma\frac{dt}{t}\Bigl(1-\frac1t\Bigr)^{-a}f(t).
\label{eq:loop}
\end{equation}
By Cauchy's theorem the value does not change when $\Gamma$ is deformed without touching the segment or a singularity of $f$. For $f=t^n$ take a circle of radius greater than one, where the binomial series $(1-1/t)^{-a}=\sum_m (a)_m t^{-m}/m!$ converges uniformly. Only the term $m=n$ has a residue, so
\begin{equation}
\langle t^n\rangle_a=\frac{(a)_n}{n!}.
\label{eq:moments}
\end{equation}
Expanding the exponential and using \eqref{eq:moments} term by term reproduces \eqref{eq:M}:
\begin{equation}
M(a,w)=\langle e^{wt}\rangle_a .
\label{eq:Mloop}
\end{equation}
This holds for every complex $a$.

The same average represents the Gauss function. For $|z|<1/2$ the series $(1-zs)^{-a_1}=\sum_n(a_1)_n z^ns^n/n!$ converges uniformly on $|s|=2$, and \eqref{eq:moments} gives
\begin{equation}
\bigl\langle(1-zs)^{-a_1}\bigr\rangle_{a_2}=\sum_{n=0}^\infty\frac{(a_1)_n(a_2)_n}{(n!)^2}z^n={}_2F_1(a_1,a_2;1;z).
\label{eq:Floop}
\end{equation}
The principal power $(1-zs)^{-a_1}$ is singular on the ray $s=\tau/z$, $\tau\ge1$. A point of this ray lies in $(0,1]$ only if $z=\tau/s\ge1$. For $z\notin[1,\infty)$ the ray misses the segment, $\Gamma$ can be drawn between them, and the left side of \eqref{eq:Floop} is analytic in $z$. It is therefore the continuation of the series to the plane cut along $[1,\infty)$, which is the principal branch of ${}_2F_1$.

For $0<\operatorname{Re}a<1$ the loop can be shrunk onto the segment. Just above it $\arg(1-1/t)=+\pi$ and the path runs from $1$ to $0$; just below it the argument is $-\pi$ and the path runs from $0$ to $1$. The two sides add to $(e^{i\pi a}-e^{-i\pi a})/(2\pi i)=\sin(\pi a)/\pi$ times a real integral, and the arcs of radius $\epsilon$ around the end points scale as $\epsilon^{\operatorname{Re}a}$ and $\epsilon^{1-\operatorname{Re}a}$ and vanish. With the reflection formula $\Gamma(a)\Gamma(1-a)=\pi/\sin\pi a$,
\begin{equation}
\langle f\rangle_a=\frac{1}{\Gamma(a)\Gamma(1-a)}\int_0^1 t^{a-1}(1-t)^{-a}f(t)\,dt,\qquad 0<\operatorname{Re}a<1 .
\label{eq:euler}
\end{equation}

Convergence of \eqref{eq:I} follows from \eqref{eq:Mloop}. Let $\Gamma$ be the curve at distance $\epsilon$ from the segment. On it $|e^{ixt}|=e^{-x\operatorname{Im}t}\le e^{\epsilon x}$ for real $x\ge0$, and the remaining factors are bounded, so $|M(a,ix)|\le c\,e^{\epsilon x}$ with $c$ depending on $a$ and $\epsilon$ only. The integrand of \eqref{eq:I} is then bounded by a constant times $r^{-1}\exp\{-[\operatorname{Re}\lambda-2\epsilon(k_1+k_2)]r\}$. Since $\epsilon$ may be taken as small as needed, the integral converges absolutely, and uniformly on compact sets of the half plane $\operatorname{Re}\lambda>0$. Thus $I$ is an analytic function of $\lambda$ in that half plane. It is enough to evaluate $I$ at large real $\lambda$, where no branch question arises, and then to continue in $\lambda$.

\subsection{The spatial integral}

Take $\lambda>4(k_1+k_2)$ and use \eqref{eq:Mloop} for both factors, with circles $|t_1|=|t_2|=2$. On these circles $|e^{ix_jt_j}|\le e^{2x_j}\le e^{4k_jr}$, so the combined integral over $\mathbf r,t_1,t_2$ converges absolutely and the order may be exchanged. The exponents collect into
\begin{align}
-\lambda r+i\mathbf q\cdot\mathbf r+it_1x_1+it_2x_2&=-\mu r+i\mathbf Q\cdot\mathbf r,\nonumber\\
\mu=\lambda-ik_1t_1-ik_2t_2,\qquad \mathbf Q&=\mathbf q-t_1\mathbf k_1-t_2\mathbf k_2 .
\label{eq:muQ}
\end{align}
For real $\mathbf Q$ and $\operatorname{Re}\mu>0$, the angular integral of $e^{i\mathbf Q\cdot\mathbf r}$ is $4\pi\sin(Qr)/(Qr)$, and the radial integral is elementary:
\begin{equation}
Y=\int d^3r\,\frac{e^{-\mu r+i\mathbf Q\cdot\mathbf r}}{r}
=\frac{4\pi}{Q}\int_0^\infty e^{-\mu r}\sin(Qr)\,dr
=\frac{4\pi}{2iQ}\Bigl[\frac{1}{\mu-iQ}-\frac1{\mu+iQ}\Bigr]=\frac{4\pi}{Q^2+\mu^2}.
\label{eq:yukawa}
\end{equation}
On the circles $\mathbf Q$ is complex, and \eqref{eq:yukawa} must be extended. Because $|e^{i\mathbf Q\cdot\mathbf r}|\le e^{|\operatorname{Im}\mathbf Q|r}$, the integral $Y$ is analytic in the three components of $\mathbf Q$ in the convex region $|\operatorname{Im}\mathbf Q|<\operatorname{Re}\mu$. The function $(\mathbf Q\cdot\mathbf Q+\mu^2)Y-4\pi$ is analytic there and vanishes for real $\mathbf Q$. Its partial derivatives at a real point can be taken along real directions, so they all vanish, the Taylor series is zero, and the function is zero in the whole connected region. Here $\mathbf Q\cdot\mathbf Q$ is the sum of the squared components, with no complex conjugation. On the circles $\operatorname{Re}\mu\ge\lambda-2(k_1+k_2)$ and $|\operatorname{Im}\mathbf Q|\le2(k_1+k_2)$, so the condition is met, and
\begin{equation}
I=4\pi\Bigl\langle\Bigl\langle\frac{1}{D(t_1,t_2)}\Bigr\rangle_{a_1}\Bigr\rangle_{a_2},
\qquad D=\mathbf Q\cdot\mathbf Q+\mu^2 .
\label{eq:double}
\end{equation}
The two squares are
\begin{align}
\mathbf Q\cdot\mathbf Q&=q^2+k_1^2t_1^2+k_2^2t_2^2-2t_1\,\mathbf q\cdot\mathbf k_1-2t_2\,\mathbf q\cdot\mathbf k_2+2t_1t_2\,\mathbf k_1\cdot\mathbf k_2,\nonumber\\
\mu^2&=\lambda^2-k_1^2t_1^2-k_2^2t_2^2-2i\lambda k_1t_1-2i\lambda k_2t_2-2t_1t_2\,k_1k_2 .
\end{align}
The terms in $t_1^2$ and $t_2^2$ cancel in the sum. This happens because the coefficient of $r$ in $x_j$ equals the length of the vector $\mathbf k_j$, and it is the reason a closed form exists. The denominator is linear in each variable:
\begin{align}
D&=A-B_1t_1-B_2t_2+C\,t_1t_2,\nonumber\\
A&=q^2+\lambda^2,\qquad B_j=2(\mathbf q\cdot\mathbf k_j+i\lambda k_j),\qquad C=2(\mathbf k_1\cdot\mathbf k_2-k_1k_2)\le0 .
\label{eq:bilinear}
\end{align}
The sign of $C$ is the Cauchy--Schwarz inequality. The values of $D$ at the corners of the unit square are $A=D(0,0)$ and
\begin{align}
A_1&=D(1,0)=A-B_1=(\mathbf q-\mathbf k_1)^2+(\lambda-ik_1)^2,\nonumber\\
A_2&=D(0,1)=A-B_2=(\mathbf q-\mathbf k_2)^2+(\lambda-ik_2)^2,\nonumber\\
A_{12}&=D(1,1)=A-B_1-B_2+C=(\mathbf q-\mathbf k_1-\mathbf k_2)^2+(\lambda-ik_1-ik_2)^2 .
\label{eq:corners}
\end{align}
For real $\lambda>0$,
\begin{equation}
A>0,\qquad \operatorname{Im}A_j=-2\lambda k_j<0,\qquad \operatorname{Im}A_{12}=-2\lambda(k_1+k_2)<0 .
\label{eq:signs}
\end{equation}

\subsection{The two averages at large $\lambda$}

As $\lambda\to\infty$ the ratios $B_j/A$ fall as $1/\lambda$ and $C/A$ falls as $1/\lambda^2$. Let $\lambda$ be so large that all of them are small compared with one. Every ratio of two values of $D$ on or inside the circles is then close to one, its argument is small, and principal logarithms of such ratios add without a multiple of $2\pi i$.

For the average over $t_1$, write $t$ for $t_2$ and $D=P-Rt_1$ with $P=A-B_2t=D(0,t)$ and $R=B_1-Ct$. Then $P-R=D(1,t)$. Since $|R/P|<1/2$, the geometric series converges uniformly on $|t_1|=2$, and \eqref{eq:moments} turns it into a binomial series:
\begin{equation}
\Bigl\langle\frac1{P-Rt_1}\Bigr\rangle_{a_1}=\frac1P\sum_{n=0}^\infty\frac{(a_1)_n}{n!}\Bigl(\frac RP\Bigr)^n=\frac1P\Bigl(1-\frac RP\Bigr)^{-a_1}=\frac{1}{D(0,t)}\Bigl[\frac{D(1,t)}{D(0,t)}\Bigr]^{-a_1}.
\label{eq:inner}
\end{equation}
Both $D(0,t)$ and $D(1,t)$ are linear in $t$ and are fixed by their values at $t=0$ and $t=1$:
\begin{equation}
D(0,t)=A(1-xt),\quad x=1-\frac{A_2}{A};\qquad D(1,t)=A_1(1-yt),\quad y=1-\frac{A_{12}}{A_1}.
\label{eq:xy}
\end{equation}
Both $x=B_2/A$ and $y=(B_2-C)/A_1$ are small. Inserting \eqref{eq:inner} and \eqref{eq:xy} in \eqref{eq:double} and taking out the constant factor $(A_1/A)^{-a_1}=(A/A_1)^{a_1}$ gives
\begin{equation}
I=\frac{4\pi}{A}\Bigl(\frac{A}{A_1}\Bigr)^{a_1}J(x,y),\qquad
J=\frac1{2\pi i}\oint\frac{dt}{t(1-xt)}\Bigl(1-\frac1t\Bigr)^{-a_2}\Bigl(\frac{1-yt}{1-xt}\Bigr)^{-a_1}.
\label{eq:J}
\end{equation}
The integrand has four singular points, $0$, $1$, $1/x$ and $1/y$, and is regular at infinity: there it falls as $t^{-2}$ and each power acts on a ratio that tends to a constant. A M\"obius map can keep $0$ and $1$ in place and send $1/x$ to infinity, which is the arrangement of \eqref{eq:Floop}. The map is
\begin{equation}
s=\frac{(1-x)\,t}{1-xt}.
\label{eq:mobius}
\end{equation}
Three identities carry out the substitution. Putting $1-1/s$ over a common denominator,
\begin{equation}
1-\frac1s=\frac{(1-x)t-1+xt}{(1-x)t}=\frac{1}{1-x}\Bigl(1-\frac1t\Bigr).
\label{eq:id1}
\end{equation}
Taking the logarithmic derivative of \eqref{eq:mobius},
\begin{equation}
\frac{ds}{s}=\frac{dt}{t}+\frac{x\,dt}{1-xt}=\frac{dt}{t(1-xt)} .
\label{eq:id2}
\end{equation}
Writing $1-yt=(1-xt)-(y-x)t$ and using $t/(1-xt)=s/(1-x)$,
\begin{equation}
\frac{1-yt}{1-xt}=1-zs,\qquad z=\frac{y-x}{1-x}.
\label{eq:id3}
\end{equation}
The displacement $s-t=xt(t-1)/(1-xt)$ is small, so the image of $|t|=2$ is a nearby closed curve that circles $[0,1]$ once counterclockwise. On $|t|=2$ the argument of $1-1/t$ is at most $\pi/6$ in size and that of $1-x$ is small, so \eqref{eq:id1} gives $(1-1/t)^{-a_2}=(1-x)^{-a_2}(1-1/s)^{-a_2}$ with principal powers. Comparison with \eqref{eq:Floop} yields
\begin{equation}
J(x,y)=(1-x)^{-a_2}\,{}_2F_1\Bigl(a_1,a_2;1;\frac{y-x}{1-x}\Bigr).
\label{eq:Jresult}
\end{equation}
From \eqref{eq:xy}, $1-x=A_2/A$ and $1-z=(1-y)/(1-x)=AA_{12}/(A_1A_2)$. Therefore
\begin{equation}
I=\frac{4\pi}{A}\Bigl(\frac{A}{A_1}\Bigr)^{a_1}\Bigl(\frac{A}{A_2}\Bigr)^{a_2}{}_2F_1(a_1,a_2;1;z),
\qquad 1-z=\frac{A\,A_{12}}{A_1A_2}.
\label{eq:main}
\end{equation}
The result is symmetric in the labels $1$ and $2$, as the definition \eqref{eq:I} requires. Since $A_1A_2-AA_{12}=(A-B_1)(A-B_2)-A(A-B_1-B_2+C)=B_1B_2-AC$, the argument can also be written $z=(B_1B_2-AC)/(A_1A_2)$. So far \eqref{eq:main} is proved for large $\lambda$ only.

The closed form \eqref{eq:main} has been proved for large $\lambda$ only. It remains to show that its principal branches are correct for every $\lambda>0$, and to apply it to scattering between Coulomb waves.
